# Does a giant laminate permittivity give a large DRAM capacitance?

## Question

I am modelling a capacitor film made of two repeats of 95 nm conducting, oxygen-deficient titanium oxide and 5 nm insulating hafnia. The titanium oxide has a conductivity of about 10⁻⁵ S/cm. The two oxides have permittivities of about 40 and 20, yet the apparent permittivity of the 200 nm film at 1 kHz comes out at 400. Can I put 400 into \(\varepsilon_0\varepsilon/d\) for a 5 nm DRAM dielectric? That would give 71 µF/cm². The cell is written and read with 10 ns pulses and must hold its bit for 64 ms. If the estimate is wrong, is speed the only problem?

## Answer

No, and speed is only one of two problems. The value 400 describes charge that gathers slowly at the internal interfaces, and with your conductivity a 10 ns pulse ends long before it has gathered. The value also contains the ratio of film thickness to hafnia thickness, so it is not a material constant that can be carried to another film. In a memory cycle the slow charge does further harm: it pulls the stored voltage down after the write.

### The model

I take planar layers with linear, local response, contacts without barriers, and ideal voltage steps. Capacitance, conductance, charge and current are all per electrode area. The subscripts \(c\) and \(i\) mean conducting and insulating oxide.

The sum of conduction and displacement current is the same in every layer:

\[
J=\sigma_kE_k+\varepsilon_0\varepsilon_k\frac{dE_k}{dt}.
\]

Multiply this by the layer thickness and add over all layers of one kind. The fields times thicknesses add up to the total voltage \(v_c\) or \(v_i\) across that kind, and the thicknesses add up to \(d_c\) or \(d_i\). Division by \(d_c\) or \(d_i\) gives

\[
J=G_cv_c+C_c\dot v_c=G_iv_i+C_i\dot v_i,
\qquad
C_k=\frac{\varepsilon_0\varepsilon_k}{d_k},\quad G_k=\frac{\sigma_k}{d_k}.
\]

The number of layers has dropped out. Your film has \(d_c=190\) nm, \(d_i=10\) nm and total thickness \(D=200\) nm.

### Charge after a voltage step

Apply a step \(V\) to an uncharged film. During the jump itself conduction has no time to pass charge, so both kinds of layer receive the same displacement charge, \(C_cv_c=C_iv_i\). With \(v_c+v_i=V\) this gives

\[
v_c(0^+)=\frac{C_i}{C_c+C_i}V .
\]

Afterwards \(V\) is constant, so \(v_i=V-v_c\) and \(\dot v_i=-\dot v_c\). Equating the two expressions for \(J\),

\[
(C_c+C_i)\dot v_c+(G_c+G_i)v_c=G_iV .
\]

The voltage \(v_c\) therefore relaxes exponentially to \(G_iV/(G_c+G_i)\), with time constant

\[
\tau=\frac{C_c+C_i}{G_c+G_i}.
\]

Write \(C=C_c+C_i\) and \(G=G_c+G_i\). The initial value of \(v_c/V\) exceeds its final value by

\[
a=\frac{C_i}{C}-\frac{G_i}{G}=\frac{C_iG_c-C_cG_i}{CG},
\]

where the terms \(C_iG_i\) have cancelled. Hence \(v_i/V=G_c/G-a\,e^{-t/\tau}\).

The charge passed by the outer circuit is the time integral of \(J\). Evaluated in the insulator, it is \(Q=C_iv_i+G_i\int_0^t v_i\,dt'\), or

\[
\frac{Q}{V}=C_i\left(\frac{G_c}{G}-a e^{-t/\tau}\right)
+\frac{G_iG_c}{G}t-G_ia\tau\left(1-e^{-t/\tau}\right).
\]

Replace \(e^{-t/\tau}\) in the first bracket by \(1-(1-e^{-t/\tau})\). The constant part is

\[
C_i\left(\frac{G_c}{G}-a\right)=C_i\left(1-\frac{C_i}{C}\right)=\frac{C_cC_i}{C_c+C_i}\equiv C_\infty .
\]

The factor multiplying \(1-e^{-t/\tau}\) is

\[
a(C_i-G_i\tau)=a\,\frac{C_iG-G_iC}{G}=a\,\frac{C_iG_c-C_cG_i}{G}=a^2C .
\]

The result is

\[
\frac{Q(t)}{V}=C_\infty+\Delta C\left(1-e^{-t/\tau}\right)+\frac{G_cG_i}{G}t,
\qquad
\Delta C=\frac{(C_iG_c-C_cG_i)^2}{CG^2}.
\]

The first term is the two dielectrics in series, the second is the Maxwell-Wagner interface charge, and the third is steady leakage.

### What the low-frequency value means

With the steady leakage term left out, the static capacitance is \(C_s=C_\infty+\Delta C\). Over the common denominator \(CG^2\), the cross terms \(\pm2C_cC_iG_cG_i\) cancel and a factor \(C\) can be taken out of the rest:

\[
C_s=\frac{C_iG_c^2+C_cG_i^2}{(G_c+G_i)^2}.
\]

The weights \(G_c^2/G^2\) and \(G_i^2/G^2\) add up to at most one, so \(C_s\) cannot exceed the larger of \(C_c\) and \(C_i\). Slow charging creates no areal capacitance beyond that of the better of the two groups of layers.

From here on I set \(\sigma_i=0\). Then \(C_s=C_i\): the conductor has become an extension of the electrodes, and the hafnia alone holds the voltage. Expressed as a permittivity of the whole film,

\[
\varepsilon_s=\frac{C_sD}{\varepsilon_0}=\varepsilon_i\frac{D}{d_i}
=20\times\frac{200}{10}=400 .
\]

The areal capacitance behind this number is modest:

\[
C_s=\frac{\varepsilon_0\times20}{10\ \mathrm{nm}}=1.77\ \mu\mathrm{F/cm^2}.
\]

A plain 5 nm hafnia film with the same permittivity has 3.54 µF/cm², twice as much, because your film has two such layers in series.

To keep \(\varepsilon_s=400\) in a 5 nm film, the ratio \(D/d_i=20\) must be kept, which leaves 0.25 nm of hafnia in all. Your 71 µF/cm² is the capacitance of that 0.25 nm. A layer of atomic size is neither a continuum dielectric nor a barrier to tunnelling, so the estimate already fails for a static voltage.

### How fast the charge arrives

Your conductivity is \(\sigma_c=10^{-5}\) S/cm, which is \(10^{-3}\) S/m. For \(\sigma_i=0\),

\[
\tau=\frac{C_c+C_i}{G_c}
=\frac{\varepsilon_0}{\sigma_c}\left(\varepsilon_c+\varepsilon_i\frac{d_c}{d_i}\right)
=\frac{\varepsilon_0(40+380)}{10^{-3}\ \mathrm{S/m}}
=3.72\ \mu\mathrm{s}.
\]

The series capacitance is

\[
C_\infty=\frac{\varepsilon_0}{d_c/\varepsilon_c+d_i/\varepsilon_i}
=\frac{\varepsilon_0}{(4.75+0.50)\ \mathrm{nm}}
=0.169\ \mu\mathrm{F/cm^2}.
\]

A 10 ns pulse completes \(1-e^{-0.010/3.72}=0.27\%\) of the slow part. Writing \(C(t)=Q(t)/V\) for the film without leakage,

\[
C(10\ \mathrm{ns})=0.1687+0.00269\,(1.771-0.1687)
=0.173\ \mu\mathrm{F/cm^2}.
\]

This is about one tenth of the static value.

The same relaxation appears in a frequency sweep. The slow charge \(q\) obeys \(\tau\dot q+q=\Delta C\,V\), since this equation has the step response found above. For a voltage proportional to \(e^{i\omega t}\) it gives \(q=\Delta C\,V/(1+i\omega\tau)\). The part in phase with the voltage adds to \(C_\infty\):

\[
C'(\omega)=C_\infty+\frac{\Delta C}{1+\omega^2\tau^2}.
\]

Multiplied by \(D/\varepsilon_0\), this gives apparent permittivities of 400 at 1 kHz, 94 at 100 kHz, 38.8 at 1 MHz and 38.1 at 100 MHz. A measurement at 1 kHz sees the completed interface charge; the access pulse does not.

### A conductor that does follow

The failure at 10 ns is a matter of conductivity, not a general law. To complete 95% of the slow part in a time \(t_p\) one needs \(e^{-t_p/\tau}=1/20\), or \(\tau=t_p/\ln20\). With all other parameters fixed,

\[
\sigma_c=\frac{\varepsilon_0\times420\times\ln20}{10\ \mathrm{ns}}
=1.1\times10^{-2}\ \mathrm{S/cm},
\]

about a thousand times your value. The pulse then sees 1.69 µF/cm². That is close to \(C_s\), but still less than half the capacitance of the plain 5 nm hafnia film. Curing the speed problem leaves the thickness problem in place.

### What happens while the cell holds its bit

After the write, the transistor disconnects the cell and the external current is zero. The two expressions for \(J\) become

\[
C_i\dot v_i=0,\qquad C_c\dot v_c+G_cv_c=0 .
\]

The hafnia voltage is frozen. The conductor voltage decays with

\[
\tau_{\mathrm{float}}=\frac{C_c}{G_c}=\frac{\varepsilon_0\varepsilon_c}{\sigma_c}=0.354\ \mu\mathrm{s}.
\]

This is shorter than \(\tau\) because the conductor now discharges only its own capacitance. At fixed voltage, the current through it must also charge the hafnia. After 64 ms nothing of \(v_c\) is left, and the cell voltage equals \(v_i\).

Suppose the cell had fully relaxed at an old voltage \(V_{\mathrm{old}}\), so that \(v_c=0\) and \(v_i=V_{\mathrm{old}}\). A write to \(V_{\mathrm{new}}\) lasting \(t_w\) is a step \(V_{\mathrm{new}}-V_{\mathrm{old}}\) added to that state. By linearity it passes the charge \(C(t_w)(V_{\mathrm{new}}-V_{\mathrm{old}})\). Since the hafnia carries displacement current only, this charge equals \(C_i\) times the change of \(v_i\). With \(C_i=C_s\), the voltage after the hold is

\[
V_{\mathrm{hold}}=V_{\mathrm{old}}+\frac{C(t_w)}{C_s}\left(V_{\mathrm{new}}-V_{\mathrm{old}}\right).
\]

**Writing an empty cell.** For \(V_{\mathrm{old}}=0\) and \(V_{\mathrm{new}}=0.5\) V,

\[
V_{\mathrm{hold}}=0.5\ \mathrm{V}\times\frac{0.173}{1.771}=49\ \mathrm{mV}.
\]

No charge has left the cell through the outer circuit. Inside the film, conduction has carried charge to the faces of the hafnia, which removes the field in the conductor and with it most of the voltage. Now read by forcing the cell to zero volts for a time \(t_r\), a simplification of the charge sharing with a bit line in a real DRAM. This is again a step from a relaxed state, so the returned charge is

\[
Q_{\mathrm{read}}=C(t_r)V_{\mathrm{hold}}=\frac{C(t_w)C(t_r)}{C_s}V .
\]

For two 10 ns pulses this is 0.0084 µC/cm², out of 0.0865 µC/cm² written. The effective read capacitance \(Q_{\mathrm{read}}/V\) is 0.017 µF/cm², a tenth of \(C_\infty\) and a hundredth of \(C_s\). At fixed \(C(t_w)\) and \(C(t_r)\), a larger static capacitance returns less charge. If instead the read follows the write after a time much shorter than \(\tau_{\mathrm{float}}\), the voltage has not yet fallen, and roughly \(C_\infty V\) comes back.

**Overwriting the opposite bit.** Let the plate sit midway between the two bit levels, so that the bits are \(\pm0.5\) V across the film. If the cell had relaxed at \(-0.5\) V and is written to \(+0.5\) V for 10 ns, then

\[
V_{\mathrm{hold}}=-0.5+\frac{0.173}{1.771}\times1.0=-0.40\ \mathrm{V}.
\]

The old bit has returned. The relaxed starting state is not reached by one short write: each 10 ns write and hold closes only about a tenth of the gap, so about 30 repeated writes or refreshes are needed to come within 5% of \(-0.5\) V. After a single short write of the old bit (\(V_{\mathrm{old}}=-49\) mV) the overwrite ends at \(+5\) mV; after two (\(-93\) mV) it already ends at \(-35\) mV. For \(V_{\mathrm{old}}=-V_{\mathrm{new}}\), the formula gives the wrong sign whenever \(C(t_w)<C_s/2\). With the faster conductor of the previous section, the same sequence ends at \(+0.45\) V.

### Effects left out of the model

The following estimates use a carrier density \(n=5\times10^{19}\) cm⁻³ in the conducting oxide, a rough assumption.

*Supply of carriers.* The static charge \(C_sV\) needs \(5.5\times10^{12}\) carriers per cm². Each conducting layer holds \(4.8\times10^{14}\) per cm², so it does not run empty.

*Screening length.* Interface charge has a finite depth. For small potentials, the excess potential obeys \(\phi''=\phi/\lambda^2\) with \(\lambda^2=\varepsilon_0\varepsilon_ckT/(e^2n)\), which gives \(\lambda=1.07\) nm at 300 K. The decaying solution \(\phi_0e^{-x/\lambda}\) has the field \(E=\phi_0/\lambda\) at the face, so each face costs a voltage \(\lambda E\). In the order metal, conductor, hafnia, conductor, hafnia, metal, three conductor faces touch hafnia. Then

\[
C_s\to\frac{\varepsilon_0}{(10/20+3\times1.07/40)\ \mathrm{nm}}=1.53\ \mu\mathrm{F/cm^2}.
\]

The charge depth \(C_sV/(en)\) is itself about 1.1 nm, close to \(\lambda\), so the linear law is at the edge of its range. Moreover \(\lambda\) is shorter than the mean carrier spacing \(n^{-1/3}=2.7\) nm, so this continuum value gives only the size of the effect. It corresponds to an apparent permittivity of about 345 at 1 kHz; a measured 400 would require a higher carrier density or a larger \(\varepsilon_i\) than assumed here.

*Local hopping.* A carrier that jumps back and forth between two sites can respond faster than the steady current suggests. For two equal sites a distance \(b\) apart, at an angle \(\theta\) to the field, the thermal mean dipole is \((eb/2)\tanh(ebE\cos\theta/2kT)\), or \(e^2b^2E\cos\theta/4kT\) at small field. Its component along the field brings another \(\cos\theta\), and \(\cos^2\theta\) averages to 1/3. The added permittivity is

\[
\Delta\varepsilon=\frac{ne^2b^2}{12\varepsilon_0kT}\approx21
\]

for \(b=n^{-1/3}=2.7\) nm. If all of it follows the pulse, \(C_\infty\) rises from 0.169 to 0.247 µF/cm², by 46%. This is the largest correction to the fast capacitance found here. It assumes one equal partner site per carrier and neglects local-field effects. It is also an upper estimate within this picture: with the mobility \(\mu\) given in the next section, the mean time between hops, \(eb^2/(6\mu kT)\), is about 0.4 µs, so only pairs much faster than the average follow a 10 ns pulse.

*Temperature.* With an assumed activation energy of 0.25 eV, the conductivity at 85 °C is 4.8 times its value at 300 K, and \(\tau\) falls to 0.77 µs. Combining this with the hopping permittivity and with screening at 85 °C gives a ratio of pulse to static capacitance of at most about 0.18. That figure takes the hopping permittivity at its 300 K value, as instantaneous, and leaves it out of the screening length; evaluated at 85 °C and included there, it gives 0.16. This is still below one half, so the overwritten bit still returns with the wrong sign.

*High fields.* The static field in the hafnia is 0.5 V over 10 nm, or 0.5 MV/cm, below a breakdown field of roughly a few MV/cm. In the bulk of the conductor the field peaks at 0.048 MV/cm during the overwrite. A hopping current proportional to \(\sinh x\), with \(x=ebE/2kT\), then exceeds the linear law by 1%. Within the screening length of a hafnia face the static field is higher, about 0.2 MV/cm, but there drift and diffusion balance and this bulk estimate does not apply.

*Tunnelling.* I take a barrier of 1.9 eV, a tunnelling mass of 0.2 electron masses and an attempt rate of \(10^{13}\) s⁻¹, all rough. Each hafnia layer carries 0.25 V, which lowers the barrier linearly across it. Numerical integration of the decay constant gives the exponent \(2\int\kappa\,dx=30.5\). The escape rate is \(10^{13}e^{-30.5}\approx0.6\) s⁻¹, which suggests that a few per cent of the carriers gathered at an oxide face escape in 64 ms. The last hafnia layer touches a metal, which offers many more carriers, so the loss through that layer can be several times larger. At the same voltage per layer, halving the hafnia thickness halves the exponent and raises the rate more than a million times. Thin hafnia therefore cannot be assumed to block.

### Beside a real DRAM cell

A DRAM dielectric is several nanometres thick and lines a narrow, tall structure, so a 200 nm film is far from typical and would not fit. The permittivities 40 and 20 are ordinary rough values for these oxides. The conductivity is the uncertain input, since it varies by orders of magnitude with oxygen deficiency. With the assumed carrier density it implies a mobility \(\sigma_c/(en)\) near \(10^{-6}\) cm²/(V s), which suits strongly localized carriers and is far below that of crystalline titanium dioxide. Real films also break the assumption of a fixed permittivity in the conductor; the hopping estimate suggests that this may raise the fast capacitance by up to about half. Contact barriers, leakage through defects and transistor resistance are not sized here.

For a proposed laminate, measure the charge delivered by a pulse of the intended length, at the temperature of use. Then repeat the measurement after a hold and after the opposite bit. If the film behaves as in this model, compare its areal capacitance with that of its blocking layers alone, not its apparent permittivity with that of another material.

All numerical values are calculated from the stated model.
